Coercive field versus frequency for pre-existing nuclei and power-law wall motion, part 2

The problem is to find how the coercive field Ec of a ferroelectric depends on the frequency f of a symmetric triangular field wave of amplitude Em. Each positive half-cycle starts in the polarization state −Ps, apart from seeds of the state +Ps. The seeds have negligible initial size and lie at independent random positions, with mean density n in d dimensions. Their walls move outward at the speed

v(E) = v0 (E/E0)^k, k > 0,

where v0 is the speed at the reference field E0. The field passes through zero at t = 0 and rises as E = Rt, with R = 4fEm. The distance L travelled by a wall and the switched fraction q are

L(E) = v0 E^(k+1) / [(k+1) R E0^k].     (1)

q = 1 − exp(−C_d n L^d).     (2)

Here C_1 = 2, C_2 = π, C_3 = 4π/3. Part (b) derived (2) as follows: a point is still unswitched if no seed lies within L of it. For independent seeds this has the probability exp(−nB), where B = C_d L^d and nB is the expected number of seeds within that distance.

Ec is the field on the rising ramp at which the switching polarization Ps(2q − 1) is zero, without the linear dielectric part of the measured displacement. Then q = 1/2, and the walls have travelled the distance L*, given by C_d n L*^d = ln 2. Hence

Ec = [4 (k+1) E0^k L* f Em / v0]^(1/(k+1)).     (4)

At fixed Em this is the original law,

Ec ∝ f^(1/(k+1)).     (5)

The worked example has d = 2, n = 1 per µm², k = 3, v0 = 1 m/s at E0 = 100 kV/cm, and Em = 300 kV/cm. This gives L* = 0.4697 µm and, at 1 kHz, R = 1.2 × 10⁶ kV/cm per second and Ec = 38.75 kV/cm.

The computed values at the end include earlier checks with randomly placed seeds, a finite seed radius, and the field of maximum switching current.

### (g) What if the wall speed is not a power of the field?

Let v(E) be any continuous function of the field that is never negative and is positive at Ec. Find the local exponent S = d ln Ec/d ln f at fixed amplitude. Apply the result to Merz's law v = v∞ exp(−Ea/E) and to a power law that starts at a threshold field Eth.

**Solution.** The condition that the walls have travelled L* at the coercive field is

∫₀^Ec v(E) dE = R L*.     (8)

Differentiate both sides with respect to R. On the left only the upper limit depends on R:

v(Ec) dEc/dR = L*.

Multiplying by R/[Ec v(Ec)] turns the derivative into a logarithmic one, and (8) replaces R L* by the integral:

S = R L*/[Ec v(Ec)] = ∫₀^Ec v(E) dE / [Ec v(Ec)].     (9)

Since R is proportional to f at fixed Em, this is also the exponent with respect to frequency. The integral divided by Ec is the mean wall speed during the ramp, so S is the ratio of the mean speed to the final speed. For v ∝ E^k that ratio is 1/(k+1) at every field, and the earlier result is recovered.

For Merz's law the ratio changes with field. Write I for the integral of exp(−Ea/E′) from 0 to E. Because the derivative of exp(−Ea/E′) is (Ea/E′²) exp(−Ea/E′), the integrand equals (E′²/Ea) times that derivative. Integration by parts gives

I = (E²/Ea) exp(−Ea/E) − (2/Ea) ∫₀ᴱ E′ exp(−Ea/E′) dE′.

The last integral is positive and smaller than E·I, because E′ < E inside the range. Hence

(E²/Ea) exp(−Ea/E) − (2E/Ea) I < I < (E²/Ea) exp(−Ea/E).

Dividing by E exp(−Ea/E) and collecting the terms in S = I/[E exp(−Ea/E)] gives, at E = Ec,

(Ec/Ea)/(1 + 2Ec/Ea) < S < Ec/Ea.     (10)

For Ec ≪ Ea the two bounds meet and S is close to Ec/Ea. In this range the exponent rises with the coercive field and hence with frequency, so there is no single power law.

With v∞ = 100 m/s and Ea = 500 kV/cm, the other parameters being unchanged, the coercive field is 69.29 kV/cm at 1 kHz and 218.31 kV/cm at 1 MHz. The local exponents are 0.1107 and 0.2551. The bounds (10) are 0.109 and 0.139 in the first case, and 0.233 and 0.437 in the second. If each exponent were read as 1/(k+1), the apparent k would be 8.0 at 1 kHz and 2.9 at 1 MHz. A fit over a narrow frequency range can therefore yield a value of k even when the walls do not obey a power law. If the other assumptions of the model hold and the linear dielectric part has been subtracted, a drift of that value with frequency shows that the wall speed is not a power of the field.

In the threshold case let v = v0[(E − Eth)/E0]^k above Eth and v = 0 below it. The integral in (8) then begins at Eth, and the substitution y = E − Eth gives

v0 (Ec − Eth)^(k+1) / [(k+1) E0^k] = R L*.

This is the equation for the original coercive field with Ec replaced by Ec − Eth. The excess over the threshold scales as f^(1/(k+1)), and Ec itself does not. Since only the excess varies with frequency,

S = (Ec − Eth)/[(k+1) Ec].

For Eth = 20 kV/cm the coercive field at 1 kHz is 20 + 38.75 = 58.75 kV/cm, and S = 38.75/(4 × 58.75) = 0.165, as the numerical search also finds. The original law makes Ec vanish as f → 0. A threshold replaces this by the finite static coercive field Eth. As long as neither exceeds Em, the two coercive fields differ by Eth, but in relative terms they differ most at the low-frequency end of a measurement.

### (h) What if the nuclei are not there at the start?

Suppose that there are no seeds at zero field. Nuclei appear at random places at a constant rate J per unit volume and time, and their walls obey the original power law. Find the exponent. Then let the rate depend on field as J = J0(E/E0)^p, with p ≥ 0, and decide whether the exponent alone can establish that the nuclei existed beforehand.

**Solution.** A nucleus born at time τ has grown to the radius L(t) − L(τ) at time t. It has reached a given point if it was born within that distance of it. The expected number of nuclei that have reached the point is therefore

X(t) = ∫₀ᵗ J C_d [L(t) − L(τ)]^d dτ.     (11)

This count includes fictitious nuclei born inside regions that have already switched. They do no harm, because all fronts move at the same speed: a domain born inside another stays inside it and switches nothing new. The nuclei are independent in space and time, so the argument of part (b) applies to them, and the probability that none has reached the point is exp(−X). Half switching again means X = ln 2.

To find the scaling, put τ = uE/R, where u runs from 0 to 1. Then L(τ) = u^(k+1) L(E) and dτ = (E/R) du, so

X = J C_d (E/R) L(E)^d ∫₀¹ (1 − u^(k+1))^d du.

The integral is a pure number. With L(E) ∝ E^(k+1)/R,

X ∝ E^(d(k+1)+1) / R^(d+1).

Setting X = ln 2 and solving for E gives

Ec ∝ R^((d+1)/[d(k+1)+1]).     (12)

This exponent is larger than 1/(k+1), because

(d+1)(k+1) − [d(k+1) + 1] = k > 0.

The reason is that a faster ramp leaves less time for nucleation. Fewer domains share the work, and each has to grow further. The distance at half switching is no longer a constant, which was the essential ingredient of the original law.

For d = 2 and k = 3 the exponent is 3/9 = 0.333, and the numerical solution of (11) gives 0.3333. With J = 10⁵ per µm² and second, the coercive field at 1 kHz is 35.33 kV/cm. This can be checked by hand. The elapsed time is 35.33/(1.2 × 10⁶) s = 29.4 µs, the travel of the earliest walls is 0.4697 × (35.33/38.75)⁴ µm = 0.3246 µm, and the integral is 1 − 2/5 + 1/9 = 0.7111. Then

X = 10⁵ × 3.1416 × (2.944 × 10⁻⁵) × 0.3246² × 0.7111 = 0.693,

which is ln 2.

A field-dependent rate puts the factor (uE/E0)^p inside the integral. The factor u^p changes the pure number, and E^p raises the power of E by p:

Ec ∝ R^((d+1)/[d(k+1)+p+1]).

This equals 1/(k+1) when (d+1)(k+1) = d(k+1) + p + 1, that is, when p = k. Nucleation whose rate grows with the same power of the field as the wall speed thus reproduces the exponent of pre-existing seeds. The exponent follows from the seeds, but the seeds do not follow from the exponent.

The same caution applies to nucleation-limited switching, in which small regions switch independently and the waiting time for a nucleus outweighs the time of wall travel. If a region switches with probability w(E/E0)^p per unit time, it is still unswitched at field E with probability

exp{−w E^(p+1)/[(p+1) R E0^p]}.

The constant w may differ from region to region. Averaging over a fixed distribution of w leaves a function of E^(p+1)/R alone, so the half-switching field scales as R^(1/(p+1)). The form is the same as before, but p now describes nucleation and not wall motion. If p itself varies among the regions, this argument no longer gives a single power law. To decide between the mechanisms one needs further evidence, such as images of the domains or a separate measurement of the wall speed.

### (i) Up to what frequency does the law hold?

Find the frequency fmax at which the coercive field reaches the amplitude. Then find the fraction of the sample left unswitched at the end of a positive half-cycle that began in the assumed starting state.

**Solution.** At fmax the walls have travelled the distance L* when the field is at its crest. Setting E = Em and R = 4fEm in L(E) gives

L(Em) = v0 Em^(k+1) / [4(k+1) f Em E0^k] = v(Em)/[4(k+1) f].

Equating this to L* gives

fmax = v(Em)/[4(k+1) L*].     (13)

In the example v(Em) = 3³ m/s = 27 m/s = 2.7 × 10⁷ µm/s, so

fmax = 2.7 × 10⁷/(16 × 0.4697) s⁻¹ = 3.59 MHz.

The whole range from 1 kHz to 1 MHz lies below this limit.

The law also relies on the starting state, which the preceding half-cycle has to prepare. By the symmetry of the drive, it is enough to ask how completely a positive half-cycle switches the sample. The walls move while the field rises from 0 to Em and also while it falls back to 0. Both parts contribute the same distance, so the total travel is 2L(Em). Since L(Em) is inversely proportional to f and equals L* at fmax,

2L(Em) = 2L* fmax/f.

With C_d n L*^d = ln 2, the unswitched fraction is

1 − q = exp[−ln 2 · (2fmax/f)^d] = 2^(−(2fmax/f)^d).     (14)

For d = 2 this is 2⁻⁴ = 6.25 % at fmax, 2⁻¹⁶ = 1.5 × 10⁻⁵ at half of fmax, and 2.9 × 10⁻¹⁶ at 1 MHz. Direct integration over the half-cycle confirms the first two values as tests of (14).

The remainder at fmax shows that the model is no longer self-consistent there. The next half-cycle does not begin with a fully poled sample. Moreover, the regions left behind already have the orientation that this half-cycle favours, and they can act as additional seeds. The volume they occupy depends on frequency, as (14) shows, which contradicts the assumption of a fixed seed population. For d = 2 the steep decrease in (14) confines this problem to frequencies near fmax, and at half of fmax the remainder is already negligible for most purposes. For d = 1 the decrease is slower, and 2⁻⁴, or 6 %, is still left at half of fmax.

### (j) Does a sinusoidal field give the same exponent?

Replace the triangular wave by E = Em sin ωt with ω = 2πf, at the same fixed amplitude. Find the exponent for Ec ≪ Em, its first correction, and its value in the example at 1 MHz.

**Solution.** The field now rises at the rate dE/dt = ωEm cos ωt = ωEm√(1 − x²), where x = E/Em. With dE = Em dx, the wall travel on the rising quarter-cycle is

L = ∫ v dt = [v(Em)/ω] g(x), with g(x) = ∫₀ˣ u^k/√(1 − u²) du.     (15)

The coercive field is given by g(x) = ωL*/v(Em). Taking logarithms and differentiating, with L* and Em fixed, gives

S = d ln x/d ln f = g(x)/[x g′(x)] = g(x) √(1 − x²)/x^(k+1).     (16)

For small x, expand 1/√(1 − u²) = 1 + u²/2 + … and integrate term by term:

g(x) = x^(k+1)/(k+1) + x^(k+3)/[2(k+3)] + …

The first term gives S = 1/(k+1). Near its zero crossing the sine wave is a linear ramp with the rate 2πfEm, and the original law applies. The rate is π/2 times that of the triangular wave, so Ec is larger by the factor (π/2)^(1/(k+1)).

For k = 3 the series is g = (x⁴/4)(1 + x²/3 + …). Multiplying by √(1 − x²) = 1 − x²/2 + … in (16) gives

S = (1/4)(1 + x²/3 − x²/2 + …) = (1/4)(1 − x²/6 + …).

At 1 kHz the factor (π/2)^(1/4) = 1.120 predicts Ec = 43.4 kV/cm, and the numerical solution is 43.31 kV/cm. Then x = 0.144, and the corrected exponent is 0.2491, the value also found numerically.

At 1 MHz the coercive field is 228.47 kV/cm, so x = 0.7616 and the expansion is no longer adequate. For k = 3 the integral can be done in closed form. With u = sin θ it becomes ∫ sin³θ dθ = ∫ (1 − cos²θ) sin θ dθ, and therefore

g = 2/3 − c + c³/3, with c = √(1 − x²).

Here c = 0.6481 and g = 0.1093, and (16) gives

S = 0.1093 × 0.6481/0.7616⁴ = 0.211.

The exponent has fallen well below 1/4 although the walls still obey the same power law. The cause is the shape of the drive. The sine wave rises more and more slowly towards its crest, so the walls have more time at high field than a linear ramp with the same rate at the zero crossing would give them. If this local exponent were read as 1/(k+1), it would suggest k = 3.7 instead of 3. If the other assumptions of the model hold, k can be determined from the exponent with a triangular wave, or with a sine wave at frequencies for which Ec remains a small part of the amplitude. One of these assumptions is that the field at the walls follows the applied waveform. In a real capacitor the voltage drop of the switching current across the series resistance, leakage, interface layers and depolarizing fields can all break it, most readily at high frequency.

The numerical output below lists the coercive fields and exponents that were computed.

Computed values

```
Model: d = 2, k = 3.0 , seed density = 1.0 per um^2
Wall speed at 100 kV/cm: 1.00 m/s
Field amplitude: 300 kV/cm
Wall travel at half switching: 0.4697 um
Ramp rate at 1 kHz: 1.200e+06 kV/cm/s
Ec in kV/cm, d = 2: formula | random-seed simulation
  f = 1e+03 Hz: 38.75 | 38.77
  f = 1e+04 Hz: 68.91 | 68.88
  f = 1e+05 Hz: 122.54 | 122.49
  f = 1e+06 Hz: 217.91 | 217.89
Ec at 1 kHz: 3.875 MV/m
Simulated exponent, d = 2: 0.2499
d = 1: simulated Ec(1 kHz) = 35.91 kV/cm, formula 35.91, exponent 0.2499
d = 3: simulated Ec(1 kHz) = 40.29 kV/cm, formula 40.29, exponent 0.2499
Factor in Ec per frequency decade: 1.7783
k = 1.0: numerical exponent 0.50000, 1/(k+1) 0.50000
k = 2.5: numerical exponent 0.28571, 1/(k+1) 0.28571
k = 5.0: numerical exponent 0.16667, 1/(k+1) 0.16667
Seed radius 0.2 um: Ec(1 kHz) = 33.73 kV/cm, exponent 0.25000
Current peak at 1 kHz: 39.89 kV/cm, ratio to Ec 1.0295
Merz law: v_inf = 100 m/s, Ea = 500 kV/cm
  f = 1e+03 Hz: Ec = 69.29 kV/cm, exponent 0.1107
  f = 1e+06 Hz: Ec = 218.31 kV/cm, exponent 0.2551
Threshold 20 kV/cm: Ec(1 kHz) = 58.75 kV/cm, exponent 0.1649
Constant nucleation 1e+05 /um^2/s: Ec(1 kHz) = 35.33 kV/cm, exponent 0.3333
Sine, f = 1e+03 Hz: Ec = 43.31 kV/cm, exponent 0.2491
Sine, f = 1e+06 Hz: Ec = 228.47 kV/cm, exponent 0.2106
Frequency at which Ec reaches the amplitude: 3.593e+06 Hz
Unswitched remainder at 1.0 of that frequency: 6.250e-02
Unswitched remainder at 0.5 of that frequency: 1.526e-05
Unswitched remainder at 1 MHz: 2.9e-16
```
